Layer-by-Layer Laser Absorption in Thin Magnetic Stacks from Poynting Flux

A femtosecond laser pulse strikes a spin valve: two cobalt layers, one only 1 nm thick, separated by copper, enclosed by platinum and carried on glass. The magnetic response depends on how much energy enters each layer. A detector outside the stack gives the reflected and transmitted power, hence the total absorption, but not its division among the metals.

A tempting estimate lets the light that is not reflected decay as exp(−αz), the Beer-Lambert law. Here, however, the whole stack is only about one and a half absorption depths thick, and light returning from every interface overlaps the incoming light. One cobalt film, simple enough to treat by hand, shows what must replace the estimate.

**One nanometre of cobalt**

Let z point into the film, and let a plane wave with time factor exp(−iωt) arrive at normal incidence from a medium of index n₀. The substrate has index nₛ; both outer media are lossless. The film has thickness d and complex index N = n + iκ, with ε = N², so that

ε″ = Im ε = 2nκ.

The metal is taken as uniform, isotropic, local and linear, with magnetic permeability 1 at optical frequency. Let E be the electric field along x, and H the magnetic field along y multiplied by the vacuum impedance, so that both have the same unit. With k₀ = 2π/λ, Maxwell's curl equations become

dE/dz = ik₀H,  dH/dz = ik₀εE.  (1)

A forward wave exp(ik₀Nz) has H = NE; a backward wave has H = −NE. E and H are tangential to the interfaces and therefore continuous there.

The time-averaged power flow is proportional to Re(EH*). Divided by the incident power it is

S = Re(EH*)/(n₀|E_inc|²).  (2)

Equation (1) gives its rate of change:

d Re(EH*)/dz = Re(ik₀|H|²) + Re(−ik₀ε*|E|²) = −k₀ε″|E|².  (3)

The first term vanishes because ik₀|H|² is imaginary. In the second, −iε* = −iε′ − ε″, whose real part is −ε″. The flux lost between two planes is thus the Joule heat produced between them.

For a film this thin, hold E constant across it. Only an outgoing wave exists in the substrate, so H(d) = nₛE. Integrating the second equation of (1) back to the front gives

H(0) = (nₛ + g)E,  g = −ik₀dε = k₀d(ε″ − iε′).

In the incident medium E = E_inc + E_ref and H = n₀(E_inc − E_ref). Adding E and H/n₀ gives E_inc = (E + H/n₀)/2, so

E/E_inc = 2n₀/(n₀ + nₛ + g).

The drop in Re(EH*) across the film is Re(g)|E|². The absorbed fraction is therefore

A ≈ 4n₀k₀dε″/|n₀ + nₛ + g|².  (4)

Take λ = 800 nm, n₀ = 1, nₛ = 1.5 and N = 2.5 + 4.8i, a rough value for cobalt. Then ε = −16.79 + 24.00i and k₀d = 0.007854, so g = 0.1885 + 0.1319i. The squared denominator is 2.6885² + 0.1319² = 7.245, and

A ≈ 4 × 0.1885/7.245 = 0.104.

The other two powers follow from the same field:

R = |n₀ − nₛ − g|²/|n₀ + nₛ + g|² = 0.4914/7.245 = 0.068,
T = 4n₀nₛ/|n₀ + nₛ + g|² = 6/7.245 = 0.828.

Together the three make 1.000. The film absorbs about 10% of the light.

**What Beer-Lambert says about the same film**

The law describes a forward wave alone. Then H = NE and Re(EH*) = n|E|², so (3) becomes

dS/dz = −(k₀ · 2nκ/n)S = −αS,  α = 2k₀κ.

For this cobalt α = 0.0754 nm⁻¹, and 1 nm removes 1 − exp(−0.0754) = 0.0726 of the light that enters. The estimate still needs an entering power, for which there are two natural choices.

The first uses the reflectance of bulk cobalt, R_b = |n₀ − N|²/|n₀ + N|². Since |n₀ + N|² − |n₀ − N|² = 4n₀n,

1 − R_b = 4n₀n/|n₀ + N|² = 10/35.29 = 0.283.

The estimate is 0.283 × 0.0726 = 0.021, a fifth of the result found above. The second choice uses the true reflectance of the film: 0.932 × 0.0726 = 0.068, still a third too low.

Both errors have simple thin-film limits. As d → 0, g disappears from the denominator of (4), leaving

A → 4n₀k₀d · 2nκ/(n₀ + nₛ)².

The bulk-reflectance estimate tends to 2k₀κd · 4n₀n/|n₀ + N|². Dividing,

A/A_BL(bulk R) → |n₀ + N|²/(n₀ + nₛ)².  (5)

With the true reflectance, 1 − R tends to that of bare substrate, 4n₀nₛ/(n₀ + nₛ)², so

A/A_BL(true R) → n/nₛ.  (6)

For cobalt on glass the limits are 5.65 and 1.67. For copper, with the rough value N = 0.25 + 5.0i, they are 4.25 and 0.167. Supplying the true reflectance thus turns an underestimate for copper into a sixfold overestimate.

Equation (6) shows the cause. Beer-Lambert ties heating to κ through the flux; the actual heating is proportional to nκ through |E|². The two agree when |E|² and the flux are related as in a single forward wave. In a very thin film the substrate sets that relation instead, through H ≈ nₛE.

**From one film to any stack**

Holding E constant is no longer safe when the layers add up to many nanometres. The exact solution of (1) in a uniform layer costs little more, and oblique incidence can be included at once.

Let every field vary along the surface as exp(ik₀sx), with s = n₀ sin θ. For s polarization E is along y, and H denotes minus the x component of the magnetic field, so that Re(EH*) still measures flow along +z. Eliminating the normal magnetic field gives

dE/dz = ik₀H,  dH/dz = ik₀(ε − s²)E.

For p polarization E is along x and H along y. The normal electric field is E_z = −sH/ε, and eliminating it gives

dE/dz = ik₀(1 − s²/ε)H,  dH/dz = ik₀εE.

In both cases the second derivative of E is −k₀²w²E, with w = √(ε − s²) and the root taken with Im w ≥ 0. A forward wave has H = qE, where

q = w for s polarization,  q = ε/w for p polarization.

At normal incidence both reduce to N.

Let (E_d, H_d) be the fields at the back of a layer, and δ = k₀wd. The forward and backward parts there are

a = (E_d + H_d/q)/2,  b = (E_d − H_d/q)/2.

Moving to the front multiplies a by exp(−iδ) and b by exp(iδ). Hence

E₀ = a exp(−iδ) + b exp(iδ) = cos δ E_d − (i/q) sin δ H_d,
H₀ = q[a exp(−iδ) − b exp(iδ)] = −iq sin δ E_d + cos δ H_d.  (7)

These two lines are the transfer matrix of the layer. The algorithm for M layers is:

1. In the substrate set E = 1 and H = qₛ, a single outgoing wave.
2. Apply (7) from the last layer to the first, storing E and H at every interface.
3. At the front find E_inc = (E + H/q₀)/2 and E_ref = (E − H/q₀)/2, and divide all stored fields by E_inc.
4. At each interface compute Sⱼ = Re(EⱼHⱼ*)/q₀.
5. The absorbed fraction of layer j is

Aⱼ = Sⱼ₋₁ − Sⱼ.  (8)

The backward sweep suits thick metals: the wanted field grows towards the front, while a rounding error in the other solution shrinks. In double precision the growth overflows once k₀κd exceeds about 700, near 19 μm of cobalt, so such a layer must be split and the fields rescaled. For a nearly transparent layer (8) subtracts almost equal numbers, and integrating the Joule heat gives better relative accuracy.

**What energy conservation proves**

In the lossless incident medium q₀ is real. With E_inc = 1 and E_ref = r,

S₀ = Re[(1 + r)(1 − r*)] = 1 − |r|² + Re(r − r*) = 1 − R,

because r − r* is imaginary. At the other end S_M = T. Adding (8) over all layers cancels every interior flux:

ΣAⱼ = S₀ − S_M = 1 − R − T.

The sum closes whatever values stand at the interior interfaces, so it cannot show that the division among layers is right. That needs (3), integrated inside each layer:

Aⱼ = (k₀/q₀) ∫ ε″|𝐄|² dz.  (9)

Here |𝐄|² is |E|² for s polarization and |E|² + |E_z|² for p polarization, with E_inc = 1. The extra term arises because Re(−is²/ε) = −s²ε″/|ε|², which multiplies |H|².

A tempting shortcut subtracts a backward beam power from a forward one inside the metal. At normal incidence E = a + b and H = N(a − b), so

Re(EH*) = Re[(n − iκ)(|a|² − |b|² + 2i Im(ba*))]
= n(|a|² − |b|²) + 2κ Im(ba*).  (10)

The last term vanishes in a transparent medium. In a metal it can carry most of the power.

**A spin-valve stack**

Take these layers on glass at 800 nm and normal incidence, with rough optical constants:

- platinum, 3 nm and 4 nm: N = 2.8 + 4.9i, ε″ = 27.4
- cobalt, 1 nm and 2 nm: N = 2.5 + 4.8i, ε″ = 24.0
- copper, 10 nm: N = 0.25 + 5.0i, ε″ = 2.5

From the top the order is Pt 3, Co 1, Cu 10, Co 2, Pt 4. With E_inc = 1, the sweep gives:

| Depth (nm) | E | H | S |
|---|---|---|---|
| 0 | 0.296 − 0.290i | 1.704 + 0.290i | 0.4209 |
| 3 | 0.289 − 0.253i | 1.411 + 0.354i | 0.3179 |
| 4 | 0.286 − 0.243i | 1.324 + 0.362i | 0.2908 |
| 14 | 0.277 − 0.157i | 0.884 − 0.144i | 0.2679 |
| 16 | 0.280 − 0.144i | 0.739 − 0.161i | 0.2301 |
| 20 | 0.285 − 0.126i | 0.428 − 0.189i | 0.1458 |

At the front r = E − 1 = −0.704 − 0.290i, so R = 0.579. The last flux is T = 0.146. The top cobalt absorbs 0.3179 − 0.2908 = 0.027. All the differences, in percent of the incident power, stand below beside Beer-Lambert with the true reflectance:

| Layer | Flux difference | Beer-Lambert |
|---|---|---|
| Pt top | 10.30 | 8.68 |
| Co top | 2.71 | 2.43 |
| Cu | 2.29 | 16.86 |
| Co low | 3.78 | 1.98 |
| Pt low | 8.43 | 3.22 |

The flux differences total 27.51%, and 57.91 + 14.58 + 27.51 = 100.00. For the division itself, (9) was evaluated by integrating the field equations and the heat together with an adaptive Runge-Kutta method. At normal incidence, and at 45° in both polarizations, no layer differed from (8) by more than about 10⁻¹⁴ of the incident power.

Copper shows the failure most clearly. Beer-Lambert admits 0.421 of the light, attenuates it by exp(−0.306) = 0.736 in the layers above, and removes 1 − exp(−0.785) = 0.544 of the remainder in copper: 0.169 in all, seven times too much. Its κ resembles that of its neighbours, but its nκ is about ten times smaller. Across the stack |E|² falls only from 0.172 to 0.097, so ε″ largely decides the heating per nanometre: 2.71% in the top cobalt against 0.23% in copper.

The Beer-Lambert total, 33.16%, is too high by a fifth, a much smaller relative error than in copper. Errors of opposite sign partly cancel, so a fair total is no evidence for the profile. The estimate also conserves energy in its own way, by predicting 8.9% transmission instead of 14.6%.

Equation (10) can be read at the top of the copper. The beam term there is 0.022 and the interference term 0.269, out of a flux of 0.291. Subtracting beam powers would miss more than nine tenths of it.

At 45° the top cobalt absorbs 2.16% in s and 3.28% in p polarization, so angle and polarization must accompany a quoted absorption.

**Where the simple laws take over**

For a single cobalt film on glass, the absorbed percentages are:

| d (nm) | Exact | BL, bulk R | BL, true R | Eq. (4) |
|---|---|---|---|---|
| 1 | 10.40 | 2.06 | 6.77 | 10.41 |
| 5 | 30.64 | 8.90 | 24.78 | 30.69 |
| 10 | 35.92 | 15.00 | 33.52 | 35.96 |
| 20 | 33.24 | 22.06 | 34.42 | 32.59 |
| 50 | 27.60 | 27.68 | 28.09 | 20.30 |
| 100 | 28.27 | 28.32 | 28.28 | 11.97 |

The Beer-Lambert total recovers once light reflected at the back no longer reaches the front with appreciable strength. The round-trip amplitude contains exp(−2k₀κd) = exp(−αd), which is 0.023 at 50 nm. The absorption depth 1/α is 13 nm, so several such depths are needed. Even then the law fails close to the back face, where the reflected wave has not yet decayed: at the face itself it multiplies |E|² by |2N/(N + nₛ)|² = 3.0 for cobalt on glass. Little light is left there, so the total hardly changes.

The maximum near 10 nm follows from (4). With x = k₀d and p = n₀ + nₛ,

A = 4n₀ε″/(p²/x + 2pε″ + x|ε|²).

The denominator is smallest where −p²/x² + |ε|² = 0, or x = p/|ε|. With |ε| = |N|² = 29.29 this gives d = 10.9 nm and A = 0.36. A thinner film has too little metal to absorb more; a thicker one screens the field. Equation (4) itself fails at larger d, where E is no longer uniform.

**From absorbed light to a real device**

At an incident fluence of 1 mJ/cm², the top cobalt receives 0.0271 × 10⁻³ J/cm² in 10⁻⁷ cm, or 271 J/cm³. With a rough heat capacity of 3.7 J/(cm³ K), this would warm an isolated layer by 73 K. If its electrons first held all the energy, with heat capacity γTₑ and γ = 7 × 10⁻⁴ J/(cm³ K²), then γ(Tₑ² − T₀²)/2 = 271 J/cm³. Starting from T₀ = 300 K, they would reach about 930 K.

The layers of the stack touch, however, so none is thermally isolated. At a rough speed of 1 nm/fs, an electron that never scattered would cross the 20 nm stack in 20 fs, less than a 50 fs pulse. Scattering in the metals and at their interfaces slows the spread of heat, but some of it can already take place during the pulse. Layers that reach a common temperature hold energy in proportion to their heat capacities, not to their absorption. If all heat capacities per volume were equal and no heat had yet leaked into the glass, the top cobalt would fall from 271 to the stack mean of 138 J/cm³; with rough room-temperature capacities of 2.85, 3.7 and 3.45 J/(cm³ K) for platinum, cobalt and copper it would end near 155 J/cm³. During the pulse, however, the electronic capacities are the ones that count. With rough values γ = 7.2, 7 and 0.97 × 10⁻⁴ J/(cm³ K²) for platinum, cobalt and copper, electrons at a common temperature hold energy in proportion to γ times thickness, copper takes little, and the top cobalt would fall only to about 240 J/cm³. The absorption profile is the source term of a transport calculation, not a temperature profile.

Optical constants are the next concern. Changing n and κ of each layer independently by ±10%, in all combinations, moves the top cobalt's absorption between 1.8% and 4.0%. Copper's heating per nanometre stays between 0.06 and 0.13 of cobalt's, so the contrast survives. Copper's small n is uncertain by more than 10%, however: N = 0.105 + 5.14i gives a ratio of 0.04 and N = 0.5 + 5.0i gives 0.17, a wider range that still leaves copper the weak absorber per nanometre. A local ε is itself doubtful in a 1 nm film: an electron moves v/ω = 0.42 nm during one radian of the optical cycle. The size of that error is not estimated here, and constants measured on films of similar thickness are preferable to bulk values.

Magnetization makes ε differ for the two circular polarizations. For magnetization along the normal, parallel in both cobalt layers, they see ε(1 ± Q). With a rough |Q| = 0.03, the top cobalt's absorption differs between helicities by up to 6% of its mean, depending on the phase of Q. This is a small change in the heating, but it makes the heating depend on helicity. One incoherent return from the back face of the glass adds 0.6% to the top cobalt's absorption, relative to its value. The 19 nm bandwidth of a transform-limited Gaussian pulse changes it by about 0.1% at the half-maximum wavelengths, with the indices held fixed. A rough typical dispersion of n and κ raises this to about 1%, with opposite signs on the two sides of the spectrum, so that it largely cancels in the average over the pulse.
